# The Gouy-Chapman double layer and a Stern layer in series, part 2

A flat metal electrode with charge $\sigma$ per unit area stands in a salt solution. We seek its differential capacitance per unit area, $C=d\sigma/d\phi_M$. Equations are in SI form.

The ions are points of charge $\pm ze$ in a mean potential $\phi(x)$, which vanishes in the bulk. Their densities are $n_\pm(x)=n_0\,e^{\mp u(x)}$, with bulk density $n_0$ and $u=ze\phi/kT$, at temperature $T$. The solvent has permittivity $\varepsilon$, the field is $E=-\phi'$, and $1/\kappa$ is the Debye length, with $\kappa^2=2z^2e^2n_0/(\varepsilon kT)$.

Ion centres stay beyond the plane $x=0$. The metal surface is at $x=-d$, and the ion-free Stern layer between has permittivity $\varepsilon_S$. The potential is $\phi_M$ at the metal, measured from its value at zero charge, and $\phi_d$ at the plane, with $u_d=ze\phi_d/kT$. The Stern drop is

$$V_S=\frac{\sigma d}{\varepsilon_S}=\frac{\sigma}{C_S},\qquad C_S=\frac{\varepsilon_S}{d}.$$

For the diffuse layer, with $u_0$ now equal to $u_d$,

$$\tanh\frac u4=\tanh\frac{u_0}4\,e^{-\kappa x},\qquad
\sigma=\sigma_*\sinh\frac{u_0}2,\qquad
C_D=\varepsilon\kappa\cosh\frac{u_0}2,$$

with $\sigma_*=2\varepsilon\kappa kT/(ze)=\sqrt{8\varepsilon kTn_0}$. Far out, $u\simeq4\tanh(u_0/4)\,e^{-\kappa x}$; the linearized profile is $u=u_0e^{-\kappa x}$. For $u_0>0$ the counterion excess provides the fraction $1/(1+e^{-u_0/2})$ of the screening. The pressure balance is $kT(n_++n_-)-\varepsilon E^2/2=2n_0kT$. Adding the two potential drops gives

$$\phi_M=\frac{2kT}{ze}\,\mathrm{arsinh}\frac{\sigma}{\sigma_*}+\frac{\sigma}{C_S}.$$

The example has $z=1$, 0.1 mol/L of salt, 300 K, relative permittivity 80 and an electrode at 0.3 V. Then $kT/e=0.02585$ V, the Debye length is 0.974 nm, $\varepsilon\kappa=72.7$ µF/cm² and $\sigma_*=3.76$ µC/cm². Without a Stern layer, the counterion concentration at the wall would be about $1.1\times10^4$ mol/L, whereas spheres of diameter 0.6 nm in simple cubic packing reach only 7.7 mol/L.

**Q.** Why should I add inverse capacitances? Two things that store charge might just as well have their capacitances added.

**A.** That would be right if they shared a potential and each held its own charge. Here one charge $\sigma$ sets both potential drops, and it is the drops that add. Differentiate with respect to $\sigma$:

$$\frac1C=\frac{d\phi_M}{d\sigma}=\frac{d\phi_d}{d\sigma}+\frac1{C_S}
=\frac{1}{\varepsilon\kappa\cosh(u_d/2)}+\frac{d}{\varepsilon_S}.$$

The argument of the cosh belongs to the plane of closest approach, not to the metal. A small change of electrode potential is divided between the layers in the proportion

$$\frac{d\phi_d}{d\phi_M}=\frac{d\phi_d}{d\sigma}\,\frac{d\sigma}{d\phi_M}=\frac{C}{C_D}.$$

**Q.** Then to find $C$ at a given $\phi_M$ I must first find $\phi_d$. Show me, with the 0.3 V electrode.

**A.** Add a Stern layer with $d=0.3$ nm and relative permittivity 10, again round parameters. Its capacitance is $C_S=29.5$ µF/cm². The unknown $\phi_d$ satisfies

$$\phi_d+\frac{\sigma_*}{C_S}\sinh\frac{e\phi_d}{2kT}=0.3\ \text{V},\qquad
\frac{\sigma_*}{C_S}=\frac{3.76}{29.5}=0.127\ \text{V}.$$

The left side rises steadily with $\phi_d$, so a numerical root search finds the single solution, $\phi_d=0.0700$ V. To check it, $u_d=2.71$ and $\sinh(u_d/2)=1.806$. The Stern drop is $0.1274\times1.806=0.230$ V, and the two drops add to 0.300 V. More than three quarters of the potential falls where there are no ions.

The charge is $\sigma=3.76\times1.806=6.79$ µC/cm². With $\cosh(u_d/2)=2.064$ the diffuse capacitance is $72.7\times2.064=150$ µF/cm². In series,

$$\frac1C=\frac1{29.514}+\frac1{150.1}=0.03388+0.00666=0.04054\ \text{cm}^2/\text{µF},$$

so $C=24.7$ µF/cm², or 0.247 F/m².

**Q.** How much would I lose by being careless here, say by putting 0.3 V into the cosh?

**A.** You would get 29.4 µF/cm², about 19% above the correct value of this model. The cosh would then be so large that the diffuse layer drops out of the sum, and what remains is nearly $C_S$. In fact the diffuse layer supplies $0.00666/0.04054$, or 16%, of the inverse capacitance. By the division rule, it also receives 16% of any small further change in electrode potential.

The integral capacitance is another number again: $\sigma/\phi_M=6.79/0.3=22.6$ µF/cm². And the linearized charge $\varepsilon\kappa\phi_d=72.7\times0.0700=5.09$ µC/cm² lies 25% below the nonlinear charge at the same $\phi_d$.

**Q.** Has the absurd crowding gone?

**A.** The impossible density has gone at this potential, though crowding still matters. The counterions, here anions, reach $0.1\,e^{2.71}=1.5$ mol/L at the plane. That is about a fifth of the packing estimate: no longer impossible, but not dilute. Spheres of 0.6 nm at this density fill a volume fraction $\eta\approx(\pi/6)\times0.2\approx0.10$, and the Carnahan-Starling excess chemical potential $(8\eta-9\eta^2+3\eta^3)/(1-\eta)^3$ is then about $1\,kT$. The point-ion values of the contact density and of $C_D$ are therefore too high even here. Their excess provides $1/(1+e^{-1.353})=0.79$ of the screening, and expelled cations provide the rest.

The profile beyond the plane, with the linearized profile started from the same $\phi_d$, is

| $x$ (nm) | $\phi$ (V) | linearized (V) |
|---|---|---|
| 0 | 0.0700 | 0.0700 |
| 0.5 | 0.0381 | 0.0419 |
| 1 | 0.0222 | 0.0251 |
| 2 | 0.0078 | 0.0090 |
| 3 | 0.0028 | 0.0032 |

For the entry at 1 nm, $\tanh(u_d/4)=0.589$ and $e^{-1/0.974}=0.358$. Their product is 0.211, its inverse hyperbolic tangent is 0.214, and multiplication by $4kT/e=0.1034$ V gives 0.022 V. Far out, the linearized potential is too high by the factor $u_d/[4\tanh(u_d/4)]=2.71/2.36=1.15$, which is the difference in tail amplitude found earlier.

**Q.** Your formula says the capacitance is smallest at zero charge. Is that still true with the Stern layer?

**A.** Yes, in this model. Use $\cosh(u_d/2)=\sqrt{1+\sinh^2(u_d/2)}$ to write everything in terms of the charge:

$$\frac1C=\frac1{C_S}+\frac{1}{\varepsilon\kappa\sqrt{1+(\sigma/\sigma_*)^2}} .$$

The second term falls as $|\sigma|$ grows, and $|\sigma|$ grows with $|\phi_M|$. So $C$ has its minimum at $\phi_M=0$ and is symmetric about it. The value there is

$$C_{\min}=\frac{\varepsilon\kappa\,C_S}{\varepsilon\kappa+C_S},$$

which for 0.1 mol/L is $72.7\times29.5/(72.7+29.5)=21.0$ µF/cm². The total capacitance in µF/cm² at other concentrations and potentials is

| salt (mol/L) | 0 V | 0.1 V | 0.2 V | 0.3 V |
|---|---|---|---|---|
| 0.001 | 5.8 | 10.5 | 17.4 | 21.6 |
| 0.01 | 12.9 | 16.2 | 20.5 | 23.2 |
| 0.1 | 21.0 | 21.8 | 23.3 | 24.7 |

**Q.** Dilution by a hundred cuts the first column by more than three, but the last by only an eighth. Why does the salt matter so much less at 0.3 V?

**A.** At zero charge the diffuse capacitance is $\varepsilon\kappa$, which varies as $\sqrt{n_0}$. A hundredfold dilution takes it from 72.7 to 7.27 µF/cm², below $C_S$, so it then controls the sum. At large charge, $|\sigma|\gg\sigma_*$, the square root is close to $|\sigma|/\sigma_*$, and

$$C_D\simeq\varepsilon\kappa\frac{|\sigma|}{\sigma_*}=\frac{ze|\sigma|}{2kT}.$$

The bulk concentration has cancelled. A strongly charged electrode gathers its own dense inner layer of counterions. Added countercharge sits at the mean distance $\varepsilon/C_D\simeq2\varepsilon kT/(ze|\sigma|)$, which is set by the charge and hardly by the bulk salt. The outer tail of the countercharge still decays over the Debye length and does depend on the salt. What dependence remains at fixed $\phi_M$ comes through $\sigma$ and through the corrections to this limit, and at 0.3 V it is not small. At 0.1 mol/L the ratio $\sigma/\sigma_*$ is only 1.8 and $C_D=150$ µF/cm². At 0.001 mol/L the total is 21.58 µF/cm², which gives $1/C_D=1/21.58-1/29.51\approx0.0125$ cm²/µF, or $C_D\approx80$ µF/cm². So dilution reduces $C_D$ by a factor of about two instead of ten. Both values lie well above $C_S$, so the unchanged Stern term 0.0339 dominates the sum of inverses. The diffuse term only moves from 0.0067 to 0.0125, and the total capacitance falls by an eighth.

**Q.** And in the end the Stern layer alone is left, $C\to C_S$?

**A.** In the mathematics of the model, yes, but slowly. Put the limiting $C_D$ into the series law and use $|\sigma|=C_S|V_S|$:

$$\frac{C}{C_S}=\frac{1}{1+C_S/C_D}\simeq\frac{1}{1+2kT/(ze|V_S|)} .$$

The shortfall decreases as the inverse of the Stern potential drop, not exponentially. At 0.001 mol/L and 0.9 V, for instance, $V_S=0.660$ V. The correction is $2\times0.02585/0.660=0.0783$, and $C/C_S=1/1.0783=0.927$. The direct numerical solution gives the same to this accuracy. To reach 95% of $C_S$ the correction must fall to $1/19$, which takes a Stern drop of $19\times0.0517\approx1.0$ V. The charge is then about 29 µC/cm² and the contact concentration about 24 mol/L, three times the packing estimate. So this approach to $C_S$ belongs to point ions only. Ions of finite size thicken the layer at high charge, and the capacitance can then level off and fall.

**Q.** Would you believe the model at 0.9 V?

**A.** No. There $\phi_d=0.900-0.660=0.240$ V, so $u_d=9.3$. The contact concentration is $0.001\,e^{9.3}\approx11$ mol/L, above the packing estimate of 7.7 mol/L. The Stern layer has postponed the crowding problem without removing it.

The pressure balance shows where the problem returns. At the plane $\varepsilon E=\sigma$, so

$$n_++n_-=2n_0+\frac{\sigma^2}{2\varepsilon kT}=2n_0+4n_0\left(\frac{\sigma}{\sigma_*}\right)^2,$$

the last form following from $\sigma_*^2=8\varepsilon kTn_0$. For 0.1 mol/L, setting the total to 7.7 mol/L gives $(\sigma/\sigma_*)^2=(7.7-0.2)/0.4\approx18.7$. Hence $\sigma\approx4.3\times3.76\approx16$ µC/cm². The Stern drop is then about 0.55 V. The diffuse drop is $0.02585\ln(7.7/0.1)\approx0.11$ V, since nearly all the ions at the plane are counterions. So at about 0.66 V the model asks for ions as dense as the simple cubic packing estimate. Its errors must set in before that, because excluded volume matters well below close packing.

**Q.** Apart from crowding, which of your assumptions would spoil the series law itself, and which would merely change the numbers?

**A.** The addition of inverse capacitances needs two things: at a given salt concentration the Stern drop must be a function of $\sigma$ alone, and every change of $\sigma$ must be answered by an equal and opposite change of the charge in the diffuse layer.

A constant $\varepsilon_S$ is not essential. In the example the Stern field is $0.230/0.3=0.77$ V/nm, and a solvent's permittivity may well change in so strong a field. If $\varepsilon_S$ or $d$ depends on the charge, the drop becomes some function $V_S(\sigma)$. Then $1/C_S$ has to be read as $dV_S/d\sigma$, and the inverse capacitances still add. The symmetry about zero charge and the position of the minimum may then be lost.

A fixed layer of surface dipoles shifts $\phi_M$ by a constant. Because $\phi_M$ is measured from zero charge, the shift drops out.

Ions bound at the plane do more damage. With bound charge $\sigma_a$ per unit area there, Gauss's law gives $\varepsilon E(0^+)=\sigma+\sigma_a$. The diffuse layer then screens a different charge from the one on the metal. A fixed $\sigma_a$ leaves $d\phi_d/d\sigma=1/C_D$ and the sum intact, though the minimum moves to $\sigma=-\sigma_a$. If $\sigma_a$ changes with potential, $d\phi_d/d\sigma$ is no longer $1/C_D$, and the simple sum fails. If cations and anions have different distances of closest approach, part of the supposedly empty strip contains one kind of ion. The inverse capacitances still add if the layers are divided at the inner of the two planes, but the diffuse term is no longer $\varepsilon\kappa\cosh(u_d/2)$, and the symmetry about zero charge is lost.

**Q.** And the mean field, which you conceded at the beginning?

**A.** It limits the diffuse part. The neglected correlations matter when the Coulomb energy of neighbouring ions, $z^2e^2/(4\pi\varepsilon r)$ at their typical separation $r$, is no longer small compared with $kT$. The factor $z^2$ makes multivalent ions the harder case, and the high density next to a charged wall reduces $r$ just where the potential varies most. In the worked example $e^2/(4\pi\varepsilon kT)=0.70$ nm, and $r=n^{-1/3}$ is about 2.0 nm in the bulk and 1.0 nm at the plane. The ratio is then about 0.3 and 0.7, so it is not small. The constant $\varepsilon$ of the diffuse part is a further limit: the field $\sigma/\varepsilon$ just outside the plane is 0.10 V/nm at 0.3 V and 0.23 V/nm at 16 µC/cm², strong enough that a polar solvent may begin to saturate. The safest ground is therefore a dilute monovalent salt at modest charge.

**Q.** Suppose I accept the model. How do I know that the algebra has not slipped, particularly where the two layers join?

**A.** Solve the model without the algebra. The numerical check discretizes Poisson's equation with Boltzmann ions across both regions, treating the Stern layer as a strip that ions cannot enter. It obtains the charge by counting ions and the capacitance by changing the electrode potential slightly. The series law is not built into that calculation, and its results agree with the formulas within the tolerances set, for both signs of potential and for $z=1$ and $2$. This confirms the solution of the model. It says nothing about how well the model describes a particular electrode.

**Q.** One last doubt. If I let the Stern layer vanish, or make the salt very concentrated, do I get back something sensible?

**A.** As $d\to0$ at fixed $\varepsilon_S$, $C_S$ grows without bound, its term leaves the sum, and $\phi_d$ becomes $\phi_M$. The Gouy-Chapman capacitance returns, together with its unlimited crowding. If instead $n_0$ is raised, $\varepsilon\kappa$ becomes much larger than $C_S$ and the formula brings $C$ towards $C_S$ at every potential, though slowly: at zero charge $C/C_S$ is 0.89 at 1 mol/L and 0.94 at 3.8 mol/L, where the bulk itself reaches the packing estimate. The 0.1 mol/L row of the table, which varies least, already leans that way. That limit has to be read with care, since a very concentrated salt is also where point ions in a mean field are least justified.

## Computed values

```
INPUT
temperature 300 K, ion valence 1, salt 0.1 mol/L
relative permittivity: solvent 80, Stern 10
Stern thickness 0.3 nm, electrode potential 0.3 V
SCALES
thermal voltage kT/e = 0.02585 V
Debye length = 0.9741 nm
charge scale sigma_star = 3.7596 uC/cm^2
diffuse capacitance at zero charge = 72.714 uF/cm^2
Stern capacitance = 29.514 uF/cm^2
saturated tail amplitude 4kT/(ze) = 0.1034 V
WITH STERN LAYER
potential at closest-approach plane = 0.06997 V
reduced potential u_d = 2.7065
potential drop in Stern layer = 0.23003 V
electrode charge = 6.7891 uC/cm^2
linearized charge at same phi_d = 5.0877 uC/cm^2
diffuse capacitance = 150.097 uF/cm^2
total differential capacitance = 24.664 uF/cm^2
integral capacitance sigma/phi_M = 22.630 uF/cm^2
total if cosh wrongly uses phi_M = 29.442 uF/cm^2
counterion contact concentration = 1.498 mol/L
simple cubic packing, diameter 0.6 nm = 7.688 mol/L
share of screening by counterion excess = 0.7947
PROFILE FROM CLOSEST-APPROACH PLANE
x = 0.0 nm: phi = 0.06997 V, linearized 0.06997 V
x = 0.5 nm: phi = 0.03811 V, linearized 0.04188 V
x = 1.0 nm: phi = 0.02216 V, linearized 0.02507 V
x = 2.0 nm: phi = 0.00784 V, linearized 0.00898 V
x = 3.0 nm: phi = 0.00280 V, linearized 0.00322 V
WITHOUT STERN LAYER, SAME ELECTRODE POTENTIAL
charge = 622.3 uC/cm^2
capacitance = 12036 uF/cm^2
contact concentration = 1.096e+04 mol/L
TOTAL CAPACITANCE (uF/cm^2) AT 0, 0.1, 0.2, 0.3 V
0.001 mol/L: 5.834  10.475  17.413  21.581
0.010 mol/L: 12.925  16.159  20.496  23.178
0.100 mol/L: 20.993  21.810  23.346  24.664
APPROACH TO STERN LIMIT, 0.001 mol/L: C/C_S
0.6 V: Stern drop 0.3876 V, direct 0.8824, law 0.8823
0.9 V: Stern drop 0.6600 V, direct 0.9274, law 0.9274
LARGEST RELATIVE DEVIATIONS FROM DIRECT SOLUTION
profile: 1.3e-07
tail: 1.1e-05
pressure: 1.9e-06
excess: 1.9e-06
charge: 1.8e-06
capacitance: 6.7e-05
Stern potential (in kT/e), charge, capacitance: 8.2e-07, 2.9e-07, 2.9e-06
```
